# Angular Expansion of Spin-Orbit Torque in a Polycrystalline Bilayer

## 1. What symmetry fixes

A thin magnet on a heavy metal has magnetization direction $\mathbf m$ and film normal $\mathbf z$. A weak, uniform in-plane electric field $\mathbf E$ drives current through it. The current-induced torque is written as a field $\boldsymbol\tau$:

$$\left.\frac{d\mathbf m}{dt}\right|_{\rm current}=\gamma\boldsymbol\tau(\mathbf m,\mathbf E),\qquad \boldsymbol\tau\cdot\mathbf m=0,\quad\gamma>0 .$$

An effective field $\mathbf B$ gives $\boldsymbol\tau=-\mathbf m\times\mathbf B$. We assume that $\boldsymbol\tau$ is local, smooth in $\mathbf m$ and linear in $\mathbf E$, and that on average the film is unchanged by every rotation about $\mathbf z$ and every mirror containing $\mathbf z$.

The field $\mathbf E$ is polar, while $\mathbf m$ and $\boldsymbol\tau$ are axial and acquire an extra factor $\det R$. For each symmetry operation $R$,

$$\boldsymbol\tau(\det R\,R\mathbf m,\;R\mathbf E)=\det R\,R\,\boldsymbol\tau(\mathbf m,\mathbf E).$$

The simplest axial vector linear in $\mathbf E$ is $\mathbf s=\mathbf z\times\mathbf E$. With $q=|\mathbf z\times\mathbf m|^2=1-m_z^2$, we shall show that

$$\boxed{\boldsymbol\tau=F(q)\mathbf V_1+D(q)\mathbf V_2+G(q)\mathbf V_3+H(q)\mathbf V_4}$$

$$\begin{aligned}\mathbf V_1&=\mathbf m\times\mathbf s, &\mathbf V_2&=\mathbf m\times(\mathbf m\times\mathbf s),\\ \mathbf V_3&=\mathbf m\times(\mathbf z\times\mathbf m)\,(\mathbf m\cdot\mathbf E), &\mathbf V_4&=(\mathbf z\times\mathbf m)\,(\mathbf m\cdot\mathbf E).\end{aligned}$$

Constant $F$ and $D$ are the standard field-like and damping-like torques. Under $\mathbf m\to-\mathbf m$, $\mathbf V_1,\mathbf V_3$ are odd and $\mathbf V_2,\mathbf V_4$ even. Time reversal removes neither class, because a current-carrying steady state is dissipative.

## 2. Components

Let $\theta,\phi$ be the polar angles of $\mathbf m$, $\hat{\boldsymbol\rho}$ its in-plane direction and $\hat{\boldsymbol\phi}=\mathbf z\times\hat{\boldsymbol\rho}$. Then

$$\mathbf m=\sin\theta\,\hat{\boldsymbol\rho}+\cos\theta\,\mathbf z,\quad \mathbf e_\theta=\cos\theta\,\hat{\boldsymbol\rho}-\sin\theta\,\mathbf z,\quad \mathbf E=E_r\hat{\boldsymbol\rho}+E_\phi\hat{\boldsymbol\phi}.$$

Hence $\mathbf s=E_r\hat{\boldsymbol\phi}-E_\phi\hat{\boldsymbol\rho}$. Using $\mathbf m\times\hat{\boldsymbol\phi}=-\mathbf e_\theta$, $\mathbf m\times\hat{\boldsymbol\rho}=\cos\theta\,\hat{\boldsymbol\phi}$ and $\mathbf m\times\mathbf e_\theta=\hat{\boldsymbol\phi}$,

$$\begin{aligned}
\mathbf V_1&=-E_r\mathbf e_\theta-\cos\theta E_\phi\hat{\boldsymbol\phi}, &\mathbf V_2&=\cos\theta E_\phi\mathbf e_\theta-E_r\hat{\boldsymbol\phi},\\
\mathbf V_3&=-qE_r\mathbf e_\theta, &\mathbf V_4&=qE_r\hat{\boldsymbol\phi}.
\end{aligned}$$

For $\mathbf V_3$ we used $\mathbf m\times(\mathbf z\times\mathbf m)=\mathbf z-m_z\mathbf m=-\sin\theta\,\mathbf e_\theta$ and $\mathbf m\cdot\mathbf E=\sin\theta E_r$. The boxed form therefore reads

$$\tau_\theta=-(F+qG)E_r+D\cos\theta E_\phi,\qquad \tau_\phi=(-D+qH)E_r-F\cos\theta E_\phi .$$

The $E_\phi$ parts determine $F$ and $D$, and the $E_r$ parts then determine $G$ and $H$. The four functions are thus unique.

## 3. Why no other term is allowed

A smooth tangential field on the sphere can be written as $\nabla f+\mathbf m\times\nabla g$, where $\nabla$ is the gradient along the sphere. The potentials are unique once their averages over the sphere are set to zero, so they inherit the symmetry. Since $\nabla$ with respect to an axial vector is axial, $f$ and $g$ are true scalars, linear in $\mathbf E$.

Expand them in spherical harmonics of degree $l$. Rotation symmetry leaves $E_r$ or $E_\phi$ times the associated Legendre function $P_l^1(\cos\theta)$. Now apply the vertical mirror whose normal is $\hat{\boldsymbol\rho}$. It leaves the in-plane part of the axial vector $\mathbf m$ unchanged and reverses $m_z$; it also reverses $E_r$ and leaves $E_\phi$. Under $\cos\theta\to-\cos\theta$, $P_l^1$ changes by $(-1)^{l+1}$. Odd $l$ must therefore use $E_\phi$, and even $l$ must use $E_r$: one invariant scalar for each $l$.

Since $P_l^1$ is $\sin\theta$ times a polynomial in $\cos\theta$ of definite parity, these scalars are

$$f_l=(\mathbf m\cdot\mathbf s)\,p_l(m_z^2)\ \ (l\text{ odd}),\qquad f_l=m_z(\mathbf m\cdot\mathbf E)\,p_l(m_z^2)\ \ (l\text{ even}),$$

with polynomials $p_l$. We now show that their torques stay within the four terms. Let $p'$ be the derivative of $p$ with respect to $m_z^2$. For a fixed vector $\mathbf c$, $\nabla(\mathbf m\cdot\mathbf c)=\mathbf c-\mathbf m(\mathbf m\cdot\mathbf c)$, so $\nabla p=2m_zp'(\mathbf z-m_z\mathbf m)$.

**Odd $l$.** First, $\nabla(\mathbf m\cdot\mathbf s)=\mathbf s-\mathbf m(\mathbf m\cdot\mathbf s)=-\mathbf V_2$. Next, $\mathbf m\cdot\mathbf s=-\sin\theta E_\phi$ gives

$$m_z(\mathbf m\cdot\mathbf s)(\mathbf z-m_z\mathbf m)=q\cos\theta E_\phi\mathbf e_\theta=q\mathbf V_2+\mathbf V_4,$$

because the $\hat{\boldsymbol\phi}$ parts of $q\mathbf V_2$ and $\mathbf V_4$ cancel. Therefore

$$\nabla f_l=-p\mathbf V_2+2p'(q\mathbf V_2+\mathbf V_4).$$

**Even $l$.** The product rule gives

$$\nabla[m_z(\mathbf m\cdot\mathbf E)]=m_z[\mathbf E-\mathbf m(\mathbf m\cdot\mathbf E)]+(\mathbf m\cdot\mathbf E)(\mathbf z-m_z\mathbf m).$$

The first part is $\cos^2\theta E_r\mathbf e_\theta+\cos\theta E_\phi\hat{\boldsymbol\phi}=-\mathbf V_1+\mathbf V_3$, and the second is $\mathbf V_3$. Hence

$$\nabla f_l=p(-\mathbf V_1+2\mathbf V_3)+2m_z^2p'\mathbf V_3 .$$

The partner torques $\mathbf m\times\nabla f_l$ follow from

$$\mathbf m\times\mathbf V_1=\mathbf V_2,\quad \mathbf m\times\mathbf V_2=-\mathbf V_1,\quad \mathbf m\times\mathbf V_3=-\mathbf V_4,\quad \mathbf m\times\mathbf V_4=\mathbf V_3 .$$

All coefficients are polynomials in $q$. For a smooth torque the harmonic amplitudes fall faster than any power of $l$, while these polynomials and their derivatives grow no faster than powers of $l$. The sums converge to smooth $F,D,G,H$, which completes the proof.

## 4. The first terms beyond the standard pair

"First" needs an ordering, and harmonic degree supplies one. With $p_1=p_2=1$ and $p_3=5m_z^2-1=4-5q$, the formulas above give

| $l$ | $\nabla f_l$ | $\mathbf m\times\nabla f_l$ |
|---|---|---|
| 1 | $-\mathbf V_2$ | $\mathbf V_1$ |
| 2 | $-\mathbf V_1+2\mathbf V_3$ | $-\mathbf V_2-2\mathbf V_4$ |
| 3 | $-(4-15q)\mathbf V_2+10\mathbf V_4$ | $(4-15q)\mathbf V_1+10\mathbf V_3$ |

The first correction, $l=2$, adds two terms: constant $G$ and constant $H$. The next, $l=3$, adds $q\mathbf V_1$ and $q\mathbf V_2$. Through $l=3$,

$$\boldsymbol\tau=(F_0+F_1q)\mathbf V_1+G_0\mathbf V_3+(D_0+D_1q)\mathbf V_2+H_0\mathbf V_4 ,$$

with six real coefficients whose sizes and signs symmetry leaves open. A separate count started from all vector harmonics through $l=1,2,3$ and imposed a rotation by 1 rad and one vertical mirror. It left 2, 4 and 6 fields.

Write $\boldsymbol\tau=\sum_l(P_l\nabla f_l+Q_l\,\mathbf m\times\nabla f_l)$. Collecting terms from the table gives

$$\begin{aligned}
F_0&=Q_1-P_2+4Q_3, &F_1&=-15Q_3, &G_0&=2P_2+10Q_3,\\
D_0&=-P_1-Q_2-4P_3, &D_1&=15P_3, &H_0&=-2Q_2+10P_3.
\end{aligned}$$

The constant $F_0$ thus differs from the $l=1$ amplitude $Q_1$. A quoted "field-like coefficient" has a definite meaning only together with its expansion.

## 5. Limits and consequences

**Nearly perpendicular magnetization.** For $\mathbf m=\mathbf z+\boldsymbol\delta$ with small in-plane $\boldsymbol\delta$, both $\mathbf V_3$ and $\mathbf V_4$ are of order $\delta^2$. Measurements to first order in the tilt yield $F(0)$ and $D(0)$, which equal $F_0$ and $D_0$ when terms beyond $l=3$ are negligible.

**In-plane magnetization.** At $\theta=90^\circ$, $\tau_\theta=-(F+G)E_r$ and $\tau_\phi=(-D+H)E_r$. This geometry measures combinations different from those at the pole.

**Separating the functions.** With $\mathbf m$ in the plane of $\mathbf z$ and $\mathbf E$, the torque gives $F+qG$ and $D-qH$. With $\mathbf m$ in the perpendicular vertical plane it gives $F$ and $D$. Neither plane alone gives all four functions. Away from $\theta=90^\circ$, one oblique vertical plane also suffices if both torque components are measured at $\theta$ and $\pi-\theta$: $\cos\theta$ changes sign while $q$ does not, which separates the $E_r$ and $E_\phi$ parts.

**Zeros.** If $\mathbf m$ is parallel or antiparallel to $\mathbf s$, then $\mathbf m\times\mathbf s=0$ and $\mathbf m\cdot\mathbf E=0$, so all four terms vanish.

**Switching.** Let $\mathbf E$ lie along $x$. The mirror $y\to-y$ preserves $\mathbf E$ and sends $(m_x,m_y,m_z)$ to $(-m_x,m_y,-m_z)$. If the magnetic energy and damping share this symmetry, every trajectory has a partner with $m_z$ reversed. The linear torque then cannot select "up" regardless of the initial state. A magnetic field along $x$ changes sign under this mirror and removes the restriction.

**Current as the drive.** In-plane current density is also a polar vector, related to $\mathbf E$ by a conductivity with the same symmetry. The form survives, with redefined coefficient functions, including when the conductivity depends on $\mathbf m$.

## 6. When a polycrystal qualifies

A textured grain has only discrete rotations and may allow more terms. Suppose the grains share one $\mathbf m$ and one $\mathbf E$, respond independently, and have uniformly distributed in-plane orientations. With $R_\chi$ the rotation by $\chi$ about $\mathbf z$, the mean torque is

$$\bar{\boldsymbol\tau}(\mathbf m,\mathbf E)=\int_0^{2\pi}\frac{d\chi}{2\pi}\,R_\chi\,\boldsymbol\tau_{\rm grain}(R_\chi^{-1}\mathbf m,R_\chi^{-1}\mathbf E).$$

A further rotation only shifts $\chi$, so continuous rotation symmetry holds. If the grain has a vertical mirror $M_0$, any vertical mirror times $R_\chi$ equals some $R_{\chi'}M_0$, and the mean has every vertical mirror. Grains of a single handedness lack this second property. A shared in-plane texture, a thickness wedge or an in-plane exchange bias also breaks the assumptions.

## 7. A microscopic example

Symmetry gives no magnitudes, so we compute them for one interface band pair:

$$\mathcal H=\frac{\hbar^2k^2}{2m_e}+\mathbf h\cdot\boldsymbol\sigma,\qquad \mathbf h=\alpha\,\mathbf k\times\mathbf z+\Delta\mathbf m .$$

Here $\alpha$ is the Rashba coupling and $2\Delta$ the exchange splitting. Electrons have charge $-e$, so $\hbar\dot{\mathbf k}=-e\mathbf E$. We let every part of $\delta\rho$, including its spin, relax at the same rate $\Gamma/\hbar$. The linear steady-state equation is then

$$i[\mathcal H,\delta\rho]+\Gamma\,\delta\rho=e\mathbf E\cdot\partial_{\mathbf k}\rho_0 .$$

Let $f_\pm$ be the Fermi occupations of the upper and lower bands. The spin part of $\rho_0$ is $\mathbf g\cdot\boldsymbol\sigma$ with $\mathbf g=\hat{\mathbf h}(f_+-f_-)/2$. Write $\mathbf d=e\mathbf E\cdot\partial_{\mathbf k}\mathbf g$ and let $\mathbf u\cdot\boldsymbol\sigma$ be the spin part of $\delta\rho$. Since $i[\mathbf h\cdot\boldsymbol\sigma,\mathbf u\cdot\boldsymbol\sigma]=-2(\mathbf h\times\mathbf u)\cdot\boldsymbol\sigma$,

$$\Gamma\mathbf u-2\mathbf h\times\mathbf u=\mathbf d .$$

The dot product with $\mathbf h$ gives $\mathbf h\cdot\mathbf u=\mathbf h\cdot\mathbf d/\Gamma$. The cross product gives $\Gamma\,\mathbf h\times\mathbf u=\mathbf h\times\mathbf d+2\mathbf h(\mathbf h\cdot\mathbf d)/\Gamma-2h^2\mathbf u$. Substitution yields

$$\mathbf u=\frac{\Gamma\mathbf d+2\mathbf h\times\mathbf d+4\mathbf h(\mathbf h\cdot\mathbf d)/\Gamma}{\Gamma^2+4h^2}.$$

The induced areal density of $\langle\boldsymbol\sigma\rangle$ is $\mathbf S=2\int d^2k\,\mathbf u/(2\pi)^2$. The exchange energy per area, $\Delta\mathbf m\cdot\mathbf S$, acts on a moment per area $M_st$ as a field $\mathbf B=-\Delta\mathbf S/(M_st)$. Therefore $\boldsymbol\tau=\Delta\,\mathbf m\times\mathbf S/(M_st)$.

**Weak Rashba limit.** Let only the lower band be occupied, with areal density $n$. To first order in $\alpha$, $\partial_{\mathbf k}\hat{\mathbf h}$ along $\mathbf E$ is $-\alpha\mathbf s_\perp/\Delta$, where $\mathbf s_\perp$ is the part of $\mathbf s$ normal to $\mathbf m$. The part of $\mathbf d$ along $\hat{\mathbf h}$ gives, after integration by parts, $-neE\alpha\mathbf s_\perp/(\Gamma\Delta)$ in $\mathbf S$. The transverse part integrates to $2\int d^2k\,\mathbf d_\perp/(2\pi)^2=neE\alpha\mathbf s_\perp/\Delta$ and enters through the first two terms of $\mathbf u$. (In these expressions $\mathbf s$ is built from the unit vector along $\mathbf E$.) Adding them,

$$F=-\frac{n\alpha eE}{\Gamma M_st}\,\frac{4\Delta^2}{\Gamma^2+4\Delta^2},\qquad D=\frac{n\alpha eE}{M_st}\,\frac{2\Delta}{\Gamma^2+4\Delta^2},\qquad \frac{D}{|F|}=\frac{\Gamma}{2\Delta}.$$

In this model the angular corrections therefore require higher powers of $\alpha$.

**Where $D$ comes from.** The term $\Gamma\,\delta\rho$ relaxes spin as well as momentum. Suppose instead that scattering is isotropic and conserves spin. Summed over $\mathbf k$, both the scattering and $\mathbf d$ drop out of the spin equation. This leaves $\int d^2k\,\mathbf h\times\mathbf u=0$, or

$$\Delta\,\mathbf m\times\mathbf S=-2\alpha\int\frac{d^2k}{(2\pi)^2}\,(\mathbf k\times\mathbf z)\times\mathbf u .$$

To first order in $\alpha$, we may use $\mathbf u$ at $\alpha=0$ on the right. It is parallel to $\mathbf m$, and its distribution is shifted along $\mathbf E$, so the torque is proportional to $\mathbf m\times\mathbf s$. Thus $F$ survives and $D$ vanishes at this order. The values of $D$ and $D/|F|$ above reflect the assumed spin relaxation and are not a general Rashba result.

## 8. Numbers

We take $\alpha=0.08$ eV nm, $\Delta=0.40$ eV, $\Gamma=0.10$ eV, chemical potential $-0.10$ eV and 300 K. The magnet has $M_s=1100$ emu/cm³ and $t=0.6$ nm. A current density of $10^7$ A/cm² at 30 µΩ cm gives $E=0.30$ kV/cm. From here on, $\mathbf E$ in the four terms is a unit vector and the coefficients are in mT at this fixed drive.

The carrier density at $\mathbf m=\mathbf z$ is $7.76\times10^{13}$ cm⁻², essentially all in the lower band. The prefactor $n\alpha eE/(\Gamma M_st)$ is 4.5 mT, so the weak Rashba limit gives $F\approx-4.5$ mT and $D\approx0.56$ mT. The full calculation, projected on the harmonics through $l=3$, gives

| $F_0$ | $F_1$ | $G_0$ | $D_0$ | $D_1$ | $H_0$ |
|---|---|---|---|---|---|
| $-3.77$ | $0.059$ | $0.150$ | $0.433$ | $0.008$ | $0.016$ |

The chemical potential is held fixed as $\mathbf m$ turns. Holding the carrier density fixed at its $\mathbf m=\mathbf z$ value instead changes $F_0$ and $D_0$ by less than 0.3%, but raises $F_1$ to 0.116 mT and lowers $D_1$ to below 0.001 mT. The smallest coefficients thus depend on this choice. In Gaussian units $F_0=-37.7$ Oe. The constant $G_0$ stands for a function that varies: the full $G(q)$ falls from 0.19 mT near the pole to 0.14 mT near the plane. From pole to plane, the field-like size $|F+qG|$ falls from 3.77 to $3.771-0.059-0.150=3.56$ mT, about 6%.

As a test of the four-term form, the functions were read at $\phi=0$ for $\theta=0.6$ and 1.1 rad. They then predicted the torque at four other directions each, two of them in the opposite hemisphere. The worst relative error was $6\times10^{-15}$.

**One direction in full.** Take $\theta=60^\circ$, $\phi=30^\circ$ and $\mathbf E$ along $x$. Then $\mathbf m=(0.750,0.433,0.500)$, $q=0.75$ and

$$\begin{aligned}
\mathbf V_1&=(-0.500,\,0,\,0.750), &\mathbf V_2&=(0.325,-0.813,0.217),\\
\mathbf V_3&=(-0.281,-0.162,0.563), &\mathbf V_4&=(-0.325,0.563,0).
\end{aligned}$$

The coefficients are $F=-3.771+0.75(0.059)=-3.727$ and $D=0.433+0.75(0.008)=0.439$ mT, with $G_0$ and $H_0$ as tabulated. For the $z$ component,

$$-3.727(0.750)+0.439(0.217)+0.150(0.563)=-2.615\ \text{mT}.$$

The six-term torque is $(1.959,-0.372,-2.615)$ mT, against $(1.957,-0.372,-2.614)$ from the full model. The $l=1$ terms alone give $(1.970,-0.349,-2.652)$, a vector error of 1.4% of the full torque.

Over the whole sphere, the rms residual of the $l=1$ fit is 2.0% of the odd torque and 1.0% of the even torque. Adding $l=2$ lowers these to 0.3% each, and $l=3$ to below 0.1%. The standard pair is a good approximation for these parameters and this relaxation term; symmetry does not guarantee that elsewhere.

## 9. Beside a real film

The parameters are round values in the rough regime of a Pt/Co/oxide stack, with a Rashba coupling toward the strong side. Torques of a few mT at $10^7$ A/cm² are the right order for such films. The single interface band is a severe simplification, since it omits the spin Hall current from the heavy metal. If a current of spin ratio $\theta_{\rm SH}=0.1$ is fully absorbed, it adds a damping-like field of size $\hbar\theta_{\rm SH}J/(2eM_st)=5.0$ mT, over ten times $D_0$. The computed ratio of damping-like to field-like torque should therefore not be applied to a Pt film.

Other omissions compare with the small coefficients as follows.

- **Oersted field.** A wide, 3 nm thick heavy metal gives $\mu_0Jt_{\rm HM}/2=0.19$ mT. This exceeds $G_0$, but has the $\mathbf V_1$ form and shifts $F_0$ alone.
- **Heating.** At 400 K, with $\Gamma$ and the chemical potential held fixed, $F_0$ changes by 0.2% and $G_0$ rises to 0.161 mT. The smaller coefficients are more sensitive: $F_1$ falls to 0.042 mT and $D_1$ rises to 0.012 mT. Added phonon scattering is not included.
- **Nonlinearity.** The drift shift is $10^{-4}$ of the Fermi wave number, which supports the linear expansion in this model.
- **Scattering.** The relaxation term destroys spin at the full rate $\Gamma/\hbar$. Isotropic scattering that conserves spin would remove the part of $D_0$ that is of first order in $\alpha$, and it changes the other coefficients as well. If the relaxed spin is returned at the Fermi level with weight $-\partial f/\partial\varepsilon$, then at $\theta=0.8$ rad $F$ goes from $-3.74$ to $-4.11$ mT, $D$ from 0.44 to 0.04, $H$ from 0.017 to 0.044, and $G$ from $+0.16$ to $-0.43$. The sign and size of $G$ thus depend on the relaxation term. In addition, the ratio $\Gamma/2\Delta=0.125$ is not very small, so level broadening may matter.
- **Finite grain number.** Adding $\beta(k_x\sigma_x-k_y\sigma_y)$ with $\beta=0.02$ eV nm to a single grain makes the four-term prediction fail by up to 37% in the directions sampled at $\theta=0.9$ rad and its mirror angle; other grain orientations give 26 to 45%. This measure fits at one azimuth and predicts at another, so it exceeds the actual departure of the grain's torque from the orientation mean, which is 22% rms. Averaging 12 evenly spaced grain angles restores it to rounding error. This coupling is possible in grains with only a twofold axis along $\mathbf z$. A three-, four- or sixfold axis forbids it, as in the (111) texture common in Pt/Co films, where any grain anisotropy must come from other terms and these percentages do not apply. For 100 independent, randomly oriented grains, the leftover departure is $22\%/\sqrt{100}\approx2\%$ rms, and the fit-and-predict error is about 4%.

The leftover 2% is comparable to the 1–2% departure from the standard pair found here. In a device with so few grains and such a coupling, an apparent higher-order term could be leftover grain anisotropy. Rotating the current direction relative to the film helps to tell them apart: the allowed terms depend only on angles measured from $\mathbf E$ and $\mathbf z$, whereas grain anisotropy stays tied to the film. The same test on a mirror-breaking coupling $\beta(k_x\sigma_x+k_y\sigma_y)$ gives a 49% failure, from a torque that departs from the pure Rashba one by 24%. That coupling keeps full rotation symmetry, so rotating the current would not reveal it; comparing $\theta$ with $\pi-\theta$ can, provided $\mathbf m$ lies in the plane of $\mathbf z$ and $\mathbf E$ or in the perpendicular vertical plane. In a single oblique plane the four measured numbers always fit four functions, and the coupling is absorbed into wrong values of them.

The numerical output lists the four functions at five polar angles and all harmonic amplitudes.

## Calculated quantities

```
Rashba alpha 0.08 eV nm, Delta 0.4 eV, mu -0.1 eV, Gamma 0.1 eV
Temperature 300 K, carrier mass 1 m_e
Current density 1.0e+07 A/cm2, resistivity 30 uohm cm
Electric field 0.300 kV/cm
Ms 1100 emu/cm3, magnet 0.6 nm, heavy metal 3.0 nm
Carrier density at m=z 7.759e+13 cm^-2
Upper-band share of carriers 2.3e-10
Allowed fields through l=1,2,3: 2 4 6
Four-term prediction, worst relative error 6.2e-15
Symmetry-breaking coupling 0.02 eV nm:
  single grain, relative error 0.3722
  chiral film, relative error 0.4851
  average over 12 grain angles, relative error 2.7e-15
Torque at m=y, E along x: 1.4e-17 mT
theta(deg)   F(mT)    G(mT)    D(mT)    H(mT)
     5    -3.7737   0.1886   0.4325   0.0203
    30    -3.7601   0.1762   0.4358   0.0187
    45    -3.7433   0.1631   0.4379   0.0170
    60    -3.7241   0.1500   0.4389   0.0154
    85    -3.7036   0.1377   0.4390   0.0139
Harmonic amplitudes (mT): gradient, m x gradient
  l=1:  -0.43008  -3.66030
  l=2:   0.09457  -0.00529
  l=3:   0.00054  -0.00391
Six coefficients at 300 K and 400 K (mT)
  F0:   -3.7705   -3.7620
  F1:    0.0586    0.0417
  G0:    0.1501    0.1608
  D0:    0.4332    0.4315
  D1:    0.0081    0.0122
  H0:    0.0160    0.0177
F0 in Gaussian units -37.705 Oe
Relative rms residual: m-odd, m-even
  through l=1: 0.02022 0.01011
  through l=2: 0.00292 0.00340
  through l=3: 0.00085 0.00083
Torque at theta=60, phi=30 deg, E along x (mT): x, y, z
  full model:   1.9574  -0.3724  -2.6136
  six terms:   1.9585  -0.3723  -2.6154
  l=1 only:   1.9698  -0.3494  -2.6521
Neglected: spin Hall field for rough ratio 0.1: 4.99 mT
Neglected: Oersted field 0.188 mT
Neglected: grain scatter, 100 grains: 0.0372 relative
Neglected: drift shift over Fermi wave number 9.6e-05
Neglected: level broadening Gamma/(2 Delta) 0.125
```
